# Dimensionless conductance from the Thouless energy and the level spacing

Anyone who calculates the conductance of a small piece of amorphous oxide film must first decide whether a classical diffusion constant is enough, or whether the electron waves have to be followed coherently through the whole sample. If the electrons can stay coherent across the sample, the decision rests on the conductance in units of $e^2/h$. If this number is large, and the sample is not much wider or thicker than it is long, interference is usually a small correction to diffusion; if it is of order one or less, the classical calculation can fail badly. The number can be found from two energies, one set by the time needed to diffuse across the sample and one by the spacing of its levels.

The algebra uses atomic units, $\hbar=e=m_e=1$. Then $h=2\pi$ and the conductance unit $e^2/h$ equals $1/2\pi$, so

$$g\equiv\frac{G}{e^2/h}=2\pi G .$$

## 1. A wire of equal channels

Take a wire with $N$ channels, one spin, and the same speed $v$ in each channel. It contains $M$ thin scatterers a distance $a$ apart, so $L=Ma$. Each scatterer reflects with probability $R$, and between scatterers the channels are mixed at random.

**Diffusion constant.** Follow one particle classically. Each step has length $a$ and lasts $a/v$. A scatterer reverses the direction with probability $R$, so the mean product of two successive directions is $(1-R)-R=c$, with $c=1-2R$. For directions $k$ steps apart it is $c^k$. The variance of position therefore grows, after many steps, by

$$a^2\Big(1+2\sum_{k=1}^{\infty}c^k\Big)=a^2\,\frac{1+c}{1-c}=a^2\,\frac{1-R}{R}$$

per step. In one dimension the variance grows as $2Dt$, so dividing by $2a/v$ gives

$$D=\frac{va}{2}\,\frac{1-R}{R}.$$

**Level spacing.** Close the wire into a ring. Without scatterers each channel has wave numbers $2\pi j/L$, hence levels $2\pi v/L$ apart for each direction of motion. There are $2N$ such ladders, so the mean spacing is

$$\Delta=\frac{2\pi v/L}{2N}=\frac{\pi v}{NL}.$$

Scatterers that do not depend on energy leave this mean unchanged. One step from scatterer to scatterer is a unitary matrix of dimension $2NM$ times the phase factor $e^{iEa/v}$. A level occurs whenever this factor cancels one of the $2NM$ eigenphases, which happens once per eigenphase in each energy period $2\pi v/a$. The mean spacing is $(2\pi v/a)/(2NM)=\pi v/(NL)$, as before.

The numerical output lists a ratio of 1 between counted and predicted spacings for disordered rings with 4 channels and 40 scatterers. That count covered half a period, and symmetry fixes its result: each step changes the scatterer's index by one, so on a ring with an even number of scatterers the eigenphases come in pairs differing by $\pi$, and half a period holds one of each pair. The support for the formula is the dimension argument, not this ratio.

**Transmission.** Let two obstacles have transmission probabilities $P_1,P_2$ and reflection probabilities $R_i=1-P_i$. Adding probabilities for all numbers of internal reflections gives

$$P=P_1P_2\left[1+R_1R_2+(R_1R_2)^2+\dots\right]=\frac{P_1P_2}{1-R_1R_2}.$$

Since $1-R_1R_2=1-(1-P_1)(1-P_2)=P_1+P_2-P_1P_2$,

$$\frac1P-1=\Big(\frac1{P_1}-1\Big)+\Big(\frac1{P_2}-1\Big).$$

The quantity $1/P-1$ is additive. One scatterer contributes $1/(1-R)-1=R/(1-R)$, so $M$ of them give $1/P=1+MR/(1-R)$. The Landauer formula for $N$ equivalent channels is $g=NP$, and therefore

$$\frac1g=\frac1N+\frac{MR}{N(1-R)}.$$

**Comparison.** Define the Thouless energy as $E_{\rm Th}=D/L^2$. Then

$$2\pi\frac{E_{\rm Th}}{\Delta}=2\pi\,\frac{D}{L^2}\,\frac{NL}{\pi v}=\frac{2ND}{vL}=\frac{N(1-R)}{MR}.$$

This is the inverse of the second term in $1/g$, so in this model

$$\frac1g=\frac1N+\frac{\Delta}{2\pi E_{\rm Th}} .$$

The first term remains when there is no scatterer at all and is the contact resistance. The second grows with length and is the resistance of the diffusive wire. The ratio of energies thus gives the conductance when the contact term is subtracted or small.

**Test with interference.** Adding probabilities ignored interference. For $N=16$, $M=40$, $R=0.13$ and $a=v=1$, an evolved random walk gives $D=3.346$, in agreement with the formula. Then $2\pi E_{\rm Th}/\Delta=2.677$, and

$$g=\frac{1}{1/16+1/2.677}=2.293 .$$

Scattering amplitudes were next combined coherently for 400 random wires. When the random mixing is independent for the two directions of travel, so that time-reversal symmetry is broken, the mean is $2.282\pm0.013$ (standard error), which agrees with the prediction. When the mixing in one direction is the transpose of that in the other, time-reversal symmetry holds and the mean is $2.094\pm0.018$, lower than the prediction by 0.20. A path that returns to its start and the same path run backwards then have equal amplitudes. They interfere constructively and raise the probability of return. This is weak localization, and here it costs a fraction of one conductance unit.

## 2. What is meant by the diffusion time

In the wire, $L^2/D$ entered as a definition. To see how far it is a real escape time, let particles diffuse between absorbing ends at $x=0$ and $x=L$:

$$\frac{\partial p}{\partial t}=D\frac{\partial^2p}{\partial x^2},\qquad p(0,t)=p(L,t)=0 .$$

The solutions $\sin(m\pi x/L)\,e^{-\gamma_mt}$ have rates $\gamma_m=m^2\pi^2D/L^2$. The slowest is $\gamma_1=\pi^2D/L^2$.

A mean escape time $\tau(x)$ gives another measure. During a short time $dt$ the particle moves by a random $\delta$ with $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=2D\,dt$. Hence

$$\tau(x)=dt+\langle\tau(x+\delta)\rangle=dt+\tau(x)+D\,\tau''(x)\,dt ,$$

so $D\tau''=-1$. With $\tau=0$ at both ends, $\tau=x(L-x)/2D$. The average of $x(L-x)$ over the length is $L^2/2-L^2/3=L^2/6$, so a uniform start gives a mean time $L^2/12D$.

A discretized diffusion operator reproduces both numbers: a rate of 9.870 in units of $D/L^2$ and a time of 0.08333 in units of $L^2/D$. The two measures differ by a pure number and share the scale $L^2/D$. The convention from here on is

$$t_D=\frac{L^2}{D},\qquad E_{\rm Th}=\frac1{t_D}=\frac{D}{L^2}.$$

## 3. From the wire to a general conductor

The wire had equal speeds and a special kind of scatterer. The Einstein relation removes both restrictions.

Let $n(\mu)$ be the carrier density, with both spins included, at chemical potential $\mu$ and uniform temperature. Apply a weak static potential energy $U(x)$ that varies slowly enough for local equilibrium. The particle current has a diffusive part and a part driven by the force $-dU/dx$:

$$j=-D\frac{dn}{dx}-\sigma\frac{dU}{dx}.$$

The coefficient of the force is $\sigma/e^2$ for either sign of charge, because the charge enters once in the force and once in the electric current; here $e^2=1$. In equilibrium $\mu(x)+U(x)$ is constant and $j=0$. Therefore

$$\frac{dn}{dx}=\frac{dn}{d\mu}\frac{d\mu}{dx}=-\frac{dn}{d\mu}\frac{dU}{dx},
\qquad
0=\Big(D\frac{dn}{d\mu}-\sigma\Big)\frac{dU}{dx},$$

and, since $dU/dx$ is arbitrary,

$$\sigma=D\,\frac{dn}{d\mu}\equiv D\nu .$$

At low temperature a gas of independent electrons has $\nu$ equal to the density of states at the Fermi energy. In the opposite, dilute limit $n\propto e^{\mu/k_BT}$, so $\nu=n/k_BT$. With $\sigma=n\mu_{\rm m}$, where $\mu_{\rm m}$ is the mobility, this becomes $D=\mu_{\rm m}k_BT$, the familiar form for a lightly doped semiconductor.

**Test between the limits.** Consider a parabolic band with mass $m$, constant relaxation time $\tau_r$ and Fermi function $f$. At energy $E$ the diffusion constant is $v^2\tau_r/3=2E\tau_r/3m$, and the density of states is $\rho(E)\propto E^{1/2}$. The current per gradient of $\mu$ is

$$\frac{2\tau_r}{3m}\int_0^\infty E\rho\,\frac{\partial f}{\partial\mu}\,dE
=\frac{2\tau_r}{3m}\int_0^\infty\frac{d(E\rho)}{dE}\,f\,dE
=\frac{2\tau_r}{3m}\cdot\frac32\,n=\frac{n\tau_r}{m}.$$

The first equality uses $\partial f/\partial\mu=-\partial f/\partial E$ and integration by parts; the second uses $E\rho\propto E^{3/2}$. The result is the Drude response to a field. A numerical derivative at $\mu=0.7$ and $k_BT=0.5$, with $m=\tau_r=1$, gives a ratio of 1 between the two responses, to the digits printed.

**Combination.** At low temperature, a uniform sample of cross-section $A$ and volume $V=AL$ has $\nu V$ states per unit energy at the Fermi energy, so its mean spacing there is $\Delta=1/\nu V$. In the dilute limit the algebra below still holds with $\Delta$ defined as $1/\nu V$, but this quantity is then no longer the level spacing. Multiply and divide $G=\sigma A/L$ by $L$:

$$G=\frac{D\nu A}{L}=\frac{D}{L^2}\,(\nu AL)=\frac{E_{\rm Th}}{\Delta}.$$

With units restored, $E_{\rm Th}=\hbar D/L^2$ and

$$\boxed{\,G=\frac{e^2}{\hbar}\,\frac{E_{\rm Th}}{\Delta},\qquad g=\frac{G}{e^2/h}=2\pi\,\frac{E_{\rm Th}}{\Delta}\,}$$

The factor $2\pi$ is $h/\hbar$. If the slowest escape rate defines the energy, then $\hbar\gamma_1=\pi^2E_{\rm Th}$ and $g=(2/\pi)\,\hbar\gamma_1/\Delta$. If levels of one spin are counted, $\Delta_s=2\Delta$ and $G/(2e^2/h)=2\pi E_{\rm Th}/\Delta_s$. These are the conventions behind the loose statement $g\sim E_{\rm Th}/\Delta$.

At fixed $D$ and $\nu$, $E_{\rm Th}\propto L^{-2}$ and $\Delta\propto(AL)^{-1}$, which returns Ohm's law, $g\propto A/L$. The ratio counts how many levels lie within an energy $\hbar/t_D$. The derivation used no phase coherence. Coherence across the sample is needed to read $E_{\rm Th}$ as the scale of the width that a level acquires when the ends are opened. Typical widths are larger, of the order of $\hbar\gamma_1=\pi^2E_{\rm Th}$, about ten times this scale; individual widths scatter widely on both sides of that value.

## 4. The limit where the classical value fails

Take a long, narrow wire of the kind in section 1, with $N=4$, $M=160$, $R=0.2$ and time-reversal symmetry. The classical diffusion constant gives

$$2\pi\frac{E_{\rm Th}}{\Delta}=\frac{4\times0.8}{160\times0.2}=0.10 .$$

The geometric mean of the coherent conductance over 200 samples is $6.6\times10^{-7}$. Because $\ln g$ scatters widely from sample to sample, this mean is uncertain by a factor of about 1.4, and only its order, $10^{-6}$, is significant. The classical and coherent calculations use the same scatterers, so the discrepancy comes from interference: the states are localized and the typical wave does not diffuse through the wire.

The step that fails is the use of the classical $D$ at the scale $L$. One may define a length-dependent $D(L)$ from the true conductance, but the boxed formula then restates that definition and predicts nothing new.

For these values of $N$ and $R$ the classical ratio passes through one at $M=N(1-R)/R=16$, and the wire is ten times longer. The condition $g\sim1$ marks a crossover region, not a sharp threshold.

## 5. An amorphous indium zinc oxide film

Consider a film 100 nm long, 100 nm wide and $d=20$ nm thick at 4 K. The electron density is $3\times10^{20}$ cm$^{-3}$, the mobility 40 cm$^2$/Vs and the effective mass 0.35 electron masses. The band is taken as parabolic and isotropic.

From $k_F=(3\pi^2n)^{1/3}$ and $E_F=\hbar^2k_F^2/2m$ the Fermi energy is 0.467 eV. The mean free path is $\ell=\hbar k_F\mu_{\rm m}/e=5.5$ nm, much shorter than the sample, and $k_F\ell=11$, so diffusion of fairly well-defined waves is a reasonable picture.

For this band $n\propto E_F^{3/2}$, hence $\nu=3n/2E_F$. The Einstein relation with $\sigma=ne\mu_{\rm m}$ gives

$$D=\frac{ne\mu_{\rm m}}{e^2\nu}=\frac23\,\frac{E_F}{e}\,\mu_{\rm m}
=\frac23(0.467\ {\rm V})(40\ {\rm cm^2/Vs})=12.5\ {\rm cm^2/s}.$$

The diffusion time is $L^2/D=8.0$ ps, and $\hbar/t_D$ gives $E_{\rm Th}=0.082$ meV. With $n=0.3$ nm$^{-3}$ and $V=2\times10^5$ nm$^3$,

$$\Delta=\frac{2E_F}{3nV}=\frac{2(0.467\ {\rm eV})}{3(0.3)(2\times10^5)}=5.2\times10^{-6}\ {\rm eV}.$$

Thus $E_{\rm Th}/\Delta=15.8$ and $g=2\pi\times15.8=99$, or $G=3.8$ mS. The Drude formula $G=ne\mu_{\rm m}Wd/L$, with width $W$, must give the same value, because $D$ was obtained from the same mobility. A more independent check counts plane-wave levels, with periodic boundaries, within 10% of $E_F$. Using that spacing changes $g$ to 99.6, a difference of 0.3%. The closeness depends on the window: with 5% instead of 10% the count differs by about 1%, and with 3% by about 4%. This tests the bulk density of states, not the effect of the film's walls on its levels; hard top and bottom walls at fixed electron number raise $E_F$ by about 4% and $\Delta$ by about 2%.

The mass cancels at fixed density and mobility. Raising it by 20% lowers $E_{\rm Th}$ to 0.068 meV and $\Delta$ to 0.0043 meV, but leaves $g$ at 99. An uncertain mass therefore spoils the two energies more than their ratio.

**Neglected effects.** The number of channels, with spin, is $N=2\,\pi k_F^2Wd/(2\pi)^2$. The contact term $1/N$, carried over from the wire with equal speeds, adds about 7% to the film's resistance. In an isotropic band the spread of directions makes the contact share slightly larger.

Diffuse surfaces also matter. A carrier leaving a surface at angle cosine $c$ has lost its drift, and recovers it over a depth $\ell c$. Averaging the deficit $e^{-z/\ell c}$ over the thickness, with the current weight $\tfrac32(1-c^2)$, gives the fractional loss

$$\frac32\int_0^1(1-c^2)\,\frac{\ell c}{d}\left(1-e^{-d/\ell c}\right)dc=0.10 .$$

This 10% counts the top and bottom faces only; diffuse side faces would add a smaller loss. The estimate is relative to a film with specular surfaces. It applies if 40 cm$^2$/Vs is a bulk mobility; one measured on the film already contains it.

For weak localization, the leading-order sum over diffusion modes is taken over without derivation, for spin-degenerate electrons without spin-orbit scattering:

$$\delta g=-\frac{4}{L^2}\sum_{q<1/\ell}\frac1{q^2}.$$

The modes vanish at the contacts and have zero slope at the sides. In a long thin wire $q=m\pi/L$ and $\sum m^{-2}=\pi^2/6$, so $\delta g\to-2/3$, or $-1/3$ per spin, the same order as the shift of $-0.20$ in section 1. That wire is not long: the random-matrix result with contacts, quoted without derivation, is $-\tfrac13[s/(1+s)]^3$ with $s=MR/(1-R)=6.0$, which gives $-0.21$. For the film the sum gives about $-1.5$, or 1.5% of $g$. It assumes coherence over the full length and depends on the cutoff, running from $-0.9$ to $-2.5$ as the cutoff goes from $0.5/\ell$ to $2/\ell$, so it is a size, not a precise correction. Interaction corrections and the interference fluctuations from sample to sample were not computed for the film.

At 300 K and fixed density, $dn/d\mu$ changes by only $-0.3\%$, though phonons would also change $D$. At 4 K the thermal length $\sqrt{\hbar D/k_BT}$ is 49 nm, so $k_BT/E_{\rm Th}=(100/49)^2\approx4$: the electrons that carry current span about $3.5\,k_BT\approx15\,E_{\rm Th}$. This is only about 1.5 times $\pi^2E_{\rm Th}$, the scale of the level widths, so the thermal averaging of interference patterns is modest at 4 K. A bias has a comparable effect once it reaches roughly ten times $E_{\rm Th}/e=0.08$ mV.

**Beside real films.** The parameters are rough typical values for a heavily doped, conducting indium zinc oxide film. Transistor channels usually work at much lower density, where band tails and traps matter and a single $D$ in a parabolic band is a poor description. Since $k_F\ell=\hbar k_F^2\mu_{\rm m}/e$, lower density and mobility both move the system towards localization. In the conducting film, the largest corrections estimated here are the contact resistance, which is present even when the contacts transmit perfectly, and, for a bulk mobility, the loss at fully diffuse top and bottom faces; they lower $g$ by roughly 7% and 10%. Imperfect contacts would add further resistance.

For this film the opening decision is clear: use classical diffusion, and correct for contacts before interference. At fixed cross-section and $D$, the classical $g$ would reach one at a length of about 10 µm. Localization would become an issue there only if the electrons stayed coherent over a comparable distance.

## Computed values

```
Slowest escape rate, units D/L^2: 9.8696
Mean escape time, uniform start, units L^2/D: 0.083333
Thermal gradient response / Drude response: 1
Counted / predicted spacing, disordered rings: 1
Model wire: channels: 16
Model wire: length: 40 slices
Model wire: reflection probability per slice: 0.13
Model wire: D from random walk: 3.3462 slice*speed
Model wire: 2 pi E_Th/Delta: 2.6769
Model wire: predicted g with contacts: 2.2932
Coherent mean g, time reversal broken: 2.2822
Its standard error: 0.013276
Coherent mean g, time reversal kept: 2.0943
Its standard error: 0.018082
Shift from prediction, time reversal kept: -0.19898
Long wire: channels: 4
Long wire: length: 160 slices
Long wire: reflection probability per slice: 0.2
Long wire: 2 pi E_Th/Delta from classical D: 0.1
Long wire: typical coherent g: 6.5652e-07
Film: electron density: 3e+20 cm^-3
Film: mobility: 40 cm^2/Vs
Film: effective mass / electron mass: 0.35
Film: length: 100 nm
Film: width: 100 nm
Film: thickness: 20 nm
Film: temperature: 4 K
Fermi energy: 0.46689 eV
Mean free path: 5.4526 nm
Fermi wave number times mean free path: 11.292
Diffusion constant: 12.45 cm^2/s
Diffusion time L^2/D: 8.0318 ps
Thouless energy: 0.08195 meV
Mean level spacing, both spins: 0.0051877 meV
Mean spacing from counted levels: 0.0051716 meV
E_Th/Delta: 15.797
g = 2 pi E_Th/Delta: 99.256
g from Drude conductivity: 99.256
g from counted levels: 99.565
Conductance: 3.8452 mS
Contact / film resistance: 7.2702 %
Conductivity loss, fully diffuse surfaces: 10.186 %
Weak-localization change of g, estimate: -1.4866
Change of dn/dmu at 300 K: -0.25509 %
Thouless energy, mass raised 20%: 0.068292 meV
Level spacing, mass raised 20%: 0.0043231 meV
g, mass raised 20%: 99.256
Thermal length at film temperature: 48.759 nm
Bias scale E_Th/e: 0.08195 mV
```
